# Why cross-polarised reflection from stacked gratings is odd in overlay

## Result

Two gratings of equal period $P$ lie one above the other with their lines along $y$. Each is mirror-symmetric in itself, and the upper one is displaced by the overlay $d$ along $x$. For light incident in the plane that contains the lines and the surface normal, the specular cross-polarised amplitude obeys

$$r_{sp}(-d)=-r_{sp}(d),\qquad r_{sp}(d+P)=r_{sp}(d),\qquad r_{sp}(0)=r_{sp}(P/2)=0 .$$

The oddness holds because a mirror reverses both the overlay and the $s$ field. The second zero follows because a shift by $P/2$ and one by $-P/2$ give the same stack. Symmetry forces these two zeros, but it does not exclude accidental others, and it does not fix the size of the signal between them.

## Assumptions and conventions

The $z$ axis points into the sample. Fields vary as $\exp(i\mathbf k\cdot\mathbf r-i\omega t)$. The materials are linear and isotropic, with permittivity $\varepsilon(x,z)$ independent of $y$. With $\theta$ the angle of incidence, the polarisation vectors are

$$\hat{\mathbf s}=(1,0,0),\quad \hat{\mathbf p}_{in}=(0,\cos\theta,-\sin\theta),\quad \hat{\mathbf p}_{out}=(0,\cos\theta,\sin\theta).$$

The first index of $r$ is the outgoing polarisation, so unit incident $p$ light returns as $r_{sp}\hat{\mathbf s}+r_{pp}\hat{\mathbf p}_{out}$. The scattered field is taken to be unique, meaning that no lossless guided mode is resonant at the chosen frequency and angle.

## The mirror argument

Let the lower grating be $l(x)$ and the upper one $u(x-d)$ at each depth, with $l$ and $u$ even functions. Reversing $x$ leaves $l$ unchanged and turns the upper profile into

$$u(-x-d)=u(x+d),$$

which is the upper grating displaced by $-d$. The mirror image of stack $d$ is therefore stack $-d$.

The field satisfies $\nabla\times\nabla\times\mathbf E=(\omega/c)^2\varepsilon\,\mathbf E$. This equation keeps its form under reflection. If $\mathbf E$ solves it for stack $d$, the field with $x$ reversed in its argument and $E_x$ reversed in sign solves it for stack $-d$. Both specular wavevectors have $k_x=0$ and are unchanged. The $p$ vectors have no $x$ component and are unchanged too, while $\hat{\mathbf s}$ becomes $-\hat{\mathbf s}$. For $p$ input the mirrored solution is thus

$$\hat{\mathbf p}_{in}\;\to\;-r_{sp}(d)\,\hat{\mathbf s}+r_{pp}(d)\,\hat{\mathbf p}_{out}.$$

By definition the same incident wave on stack $-d$ returns $r_{sp}(-d)\hat{\mathbf s}+r_{pp}(-d)\hat{\mathbf p}_{out}$. Comparison gives an odd $r_{sp}$ and an even $r_{pp}$. For $s$ input the incident wave itself changes sign. Multiplying the mirrored solution by $-1$ restores it and shows that $r_{ss}$ is even and $r_{ps}$ odd.

**The half period.** Moving the upper grating by a whole period changes nothing, so

$$r_{sp}(P/2)=r_{sp}(P/2-P)=r_{sp}(-P/2)=-r_{sp}(P/2),$$

and the amplitude is zero. The geometry says the same. From $u(x)=u(-x)$ and $u(x+P)=u(x)$ follows

$$u(P/2+x)=u(-P/2-x)=u(P/2-x),$$

so a symmetric grating has a second mirror plane half a period from the first. At $d=P/2$ this second plane of the upper grating falls on the first plane of the lower one. The lines are then as far out of register as they can be, yet the stack is again symmetric. The signal measures the lack of a common mirror plane, not the distance between lines.

## Contributions, path by path

Let $K=2\pi/P$. Between the gratings, order $n$ carries the factor $e^{inKx}$. Displace the upper grating by $d$ and use its own coordinate $x'=x-d$. The incoming order is $e^{inKx}=e^{inKd}e^{inKx'}$, and an outgoing order is $e^{imKx'}=e^{-imKd}e^{imKx}$. Scattering from $n$ to $m$ by the upper grating therefore acquires the factor $e^{-i(m-n)Kd}$.

**Direct reflection from the upper grating.** Order 0 goes to order 0, so there is no dependence on $d$. This grating alone is symmetric, so its cross-polarised part is zero.

**One round trip.** The light passes down into order $n$, is returned by the lower grating in order $m$, and leaves in order 0. The phase factors are $e^{-inKd}$ on the way down and $e^{+imKd}$ on the way up. The contribution is

$$c_{mn}\,e^{i(m-n)Kd},$$

where $c_{mn}$ is its value at $d=0$, summed over intermediate polarisations.

The mirror relates $c_{-m,-n}$ to $c_{mn}$. At $d=0$ it reverses every order and gives a factor $-1$ for each $x$ component of the field. Each intermediate component occurs twice, once leaving one grating and once entering the next, so its sign cancels. The initial $p$ field has tangential component $y$ and the final $s$ field has component $x$, which leaves one minus sign:

$$c_{-m,-n}=-c_{mn}.$$

The two partners together give

$$c_{mn}\left[e^{i(m-n)Kd}-e^{-i(m-n)Kd}\right]=2i\,c_{mn}\sin[(m-n)Kd].$$

Paths with $m=n$ cancel in pairs, and the path with $m=n=0$ is zero by itself. What survives needs a net change of order at the lower grating, undone by the upper one. The leading term has $m-n=\pm1$, for example down in order $-1$ and back in order 0.

**Further round trips.** Let the lower grating change the order from $n_j$ to $m_j$ on visit $j$. Between visits the upper grating contributes $e^{-i(n_{j+1}-m_j)Kd}$. Multiplied together, all the phases give

$$\exp\Big[iKd\sum_j(m_j-n_j)\Big].$$

Reversing all orders reverses this phase, and the sign rule for the end polarisations is unchanged. Longer paths thus also combine into sines.

**Harmonics.** The total is

$$r_{sp}(d)=\sum_{m\ge1}b_m\sin(mKd).$$

Since $\cos(m\pi)=(-1)^m$, the slopes at the two forced zeros are

$$r_{sp}'(0)=K\sum_m m\,b_m,\qquad r_{sp}'(P/2)=K\sum_m(-1)^m m\,b_m .$$

If $b_1$ alone were present, the slopes would be equal and opposite. Even harmonics generally destroy that equality, without moving either zero.

## Why normal incidence and incidence across the lines give no signal

The stack is also symmetric under $y\to-y$, whatever the overlay. This mirror keeps $\hat{\mathbf s}$ and replaces $\theta$ by $-\theta$. It sends $\hat{\mathbf p}_{in}(\theta)$ to $(0,-\cos\theta,-\sin\theta)=-\hat{\mathbf p}_{in}(-\theta)$. Reversing the overall sign to restore the incident wave gives

$$r_{sp}(-\theta)=-r_{sp}(\theta).$$

The signal vanishes at normal incidence for every $d$. Where the response is smooth in angle it starts in proportion to $\sin\theta$.

If the plane of incidence is turned to lie across the lines, $\hat{\mathbf s}$ points along $y$. The same mirror then leaves the stack, the wavevectors and $p$ unchanged but reverses $s$. Hence $r_{sp}=-r_{sp}=0$ for all $d$, and this geometry carries no cross-polarised overlay signal.

## Worked example

The upper grating consists of resist lines in air, 280 nm wide and 100 nm high. Below 100 nm of oxide lie silicon lines, 250 nm wide and 80 nm high, on silicon with oxide between them. The period is 600 nm, the wavelength 633 nm and $\theta=50^\circ$. The refractive indices are rough values: 1.60 for resist, 1.46 for oxide and $3.88+0.02i$ for silicon. Maxwell's equations were solved by the Fourier modal method with orders $-10$ to $10$. Raising the limit to 15 changed the slope at $d=0$ by 0.04%. The numerical output follows these notes.

| $d$ (nm) | $r_{sp}$ |
|---|---|
| $-5$ | $-0.00227+0.00219i$ |
| $+5$ | $+0.00227-0.00219i$ |
| $+50$ | $+0.0214-0.0214i$ |
| $+150$ | $+0.0374-0.0471i$ |
| $+250$ | $+0.0156-0.0237i$ |
| $+295$ | $+0.00159-0.00246i$ |
| $+305$ | $-0.00159+0.00246i$ |

At 0 and 300 nm the modulus is about $2\times10^{-15}$, which is rounding error.

**Weight of the harmonics.** The moduli are $|b_1|=0.0595$, $|b_2|=0.0037$ and $|b_3|=0.0007$, so the second harmonic is 6% of the first. It is enough to make the values at 50 and 250 nm differ, although a pure $\sin Kd$ would make them equal. With $K=0.01047$ nm$^{-1}$, the real part of the slope at zero from three harmonics is

$$K\,[0.03729+2(0.00344)+3(-0.00013)]=4.58\times10^{-4}\ \text{nm}^{-1},$$

against $4.55\times10^{-4}$ nm$^{-1}$ from the full solution. The moduli of the full complex slopes are $6.3\times10^{-4}$ nm$^{-1}$ at $d=0$ and $5.9\times10^{-4}$ nm$^{-1}$ at $P/2$.

At 20 nm the amplitude departs from the straight line by 0.73% of the linear value. A pure sine gives $(Kd)^2/6=0.73\%$ as well. This agreement does not show that the higher harmonics are negligible in the curvature. They enter the cubic term with weight $m^3$, and $8|b_2|$ is half of $|b_1|$. With the first three coefficients of the output, $b_1+8b_2+27b_3=0.061-0.017i$. Its modulus is 0.064, close to $|b_1|$, but its phase is $-15^\circ$, against $-51^\circ$ for $b_1$. The fourth harmonic, which enters with weight 64, still shifts this phase by several degrees. Here the higher harmonics thus change mainly the phase of the cubic term.

**Weight of repeated round trips.** At $d=40$ nm one round trip gives $0.0207-0.0202i$, and all of them give $0.0175-0.0173i$. The later trips therefore add $-0.0032+0.0029i$. Their modulus is 18% of the total, and they oppose the first trip. The largest eigenvalue modulus of the operator for one further trip is 0.55, so the series converges. One round trip explains the form of the signal, but it is too crude to calibrate it.

**A fine-pitch limit.** In units of $\omega/c$, order $\pm1$ in the oxide has

$$k_z^2=1.46^2-(633/600)^2-\sin^2 50^\circ=0.43,$$

so it propagates between the gratings. Reduce the period to 100 nm and the line widths in proportion, with all else fixed. Then $k_z^2=2.13-40.07-0.59=-38.5$, and the wave decays across the oxide by $\exp[-2\pi(100/633)\,6.2]\approx0.002$. The leading path crosses the gap once in order $\pm1$ and once in order 0, so it carries this factor once. The zeros survive, but the signal between them is nearly lost.

## Reading the sign with a detector

The crossed-polariser intensity $|r_{sp}|^2$ is even in $d$ and loses the sign. At 5 nm it is only $1.0\times10^{-5}$ of the incident intensity. Interference with $r_{pp}$ recovers the sign. For $p$ input and an analyser at $\pm45^\circ$ from $p$,

$$I_\pm=\tfrac12|r_{pp}\pm r_{sp}|^2=\tfrac12\left(|r_{pp}|^2+|r_{sp}|^2\right)\pm\mathrm{Re}(r_{pp}^*r_{sp}),$$

$$I_+-I_-=2\,\mathrm{Re}(r_{pp}^*r_{sp}).$$

This difference is odd, since $r_{pp}$ is even. Near $d=0$, $r_{pp}=-0.168+0.259i$, so at $+5$ nm

$$2[(-0.1677)(0.00227)+(0.2585)(-0.00219)]=-1.9\times10^{-3}.$$

At $-5$ nm the value is $+1.9\times10^{-3}$. The sum $I_++I_-$ is about 0.095, so the contrast is 2% at 5 nm. A quarter-wave retarder that multiplies the $s$ field by $-i$ relative to $p$ selects $2\,\mathrm{Im}(r_{pp}^*r_{sp})$ instead, which is $-4.4\times10^{-4}$ at $+5$ nm. For this stack the plain analyser is the better choice of the two.

## Errors that move the zero

Below, the equivalent overlay is the modulus of a false amplitude divided by the modulus of the slope at $d=0$. It measures size. The error in an actual reading also depends on phase.

**Azimuth.** Let the plane of incidence make an angle $\phi$ with the lines. The mirror $x\to-x$ now reverses $\phi$ as well:

$$r_{sp}(d,\phi)=-r_{sp}(-d,-\phi).$$

A term linear in $\phi$ is allowed at $d=0$. To first order $r_{sp}\approx Ad+B\phi$, and second-order terms are forbidden by the joint oddness. An error of $0.1^\circ$ is equivalent to 0.8 nm.

**Polariser.** If the input is rotated from $p$ by a small angle $\beta$, the leakage is $\beta r_{ss}$. With $|r_{ss}|=0.378$ and $\beta=0.1^\circ=0.00175$ rad, the equivalent overlay is

$$0.378\times0.00175/(6.3\times10^{-4}\ \text{nm}^{-1})=1.0\ \text{nm}.$$

**Removal by a half turn.** Turning the sample by $180^\circ$ about its normal changes $d$ to $-d$. If the azimuth error stays the same, half the difference of the two readings is

$$\tfrac12[(Ad+B\phi)-(-Ad+B\phi)]=Ad.$$

The leakage cancels likewise, because $r_{ss}$ is even in $d$. For $d=5$ nm and $\phi=0.1^\circ$, the corrected amplitude differs from its value at perfect azimuth by 0.0025%.

**Asymmetric lines.** A foot 2 nm wide and 20 nm high on one side of each silicon line destroys the mirror plane. Its equivalent overlay is 0.31 nm (0.32 nm with more Fourier orders), with $d$ measured from the centre of the line above the foot. The half turn reverses the foot together with the overlay, so the correction leaves this error in place. The figure also depends on how overlay is defined. The foot moves the centroid of the line's cross-section towards itself by $40\times126/20040=0.25$ nm. This shift does not explain the false signal, which has the opposite sign to the signal from a line displaced that way. With $d$ measured from the centroid, the equivalent overlay rises to nearly 0.6 nm. Which point counts as the centre must be stated before an error of this size has a meaning.

## Errors that change only the scale

A wavelength change of 5 nm, with the indices held fixed, alters the complex slope by 5.5% of its modulus. A rise of 0.002 in the silicon index, which is the order of magnitude for 10 K of warming, alters it by 0.06%. Neither breaks a mirror symmetry, so neither moves the zeros.

A target 30 µm across spreads the azimuth by about $\lambda/(L\sin\theta)=1.6^\circ$, where $L$ is its width. Averaging the amplitudes at $+1.6^\circ$ and $-1.6^\circ$ changes the signal at 5 nm by 0.6%. At $d=0$ the two amplitudes cancel, provided that they have equal weight.

An unknown slope can be removed with two targets carrying added displacements $+D$ and $-D$. In the linear range their signals are $S_\pm=a(d\pm D)$. Then $S_++S_-=2ad$ and $S_+-S_-=2aD$, so

$$d=D\,\frac{S_++S_-}{S_+-S_-}.$$

This needs the same $a$ on both targets and no offset, and $D$ must stay small: with the plain-analyser reading of this stack, a true overlay of 5 nm is returned as 4.94 nm for $D=20$ nm and as 4.6 nm for $D=50$ nm. An offset from asymmetric lines remains in the sum.

## Comparison with real targets

The example has the form of a resist-on-etched-silicon overlay target, with a pitch of several hundred nanometres, far coarser than the finest device lines. Real stacks often contain more layers, some of them absorbing, and their lines have sloping walls and rounded corners. If these features are symmetric they change the slope and leave the zeros in place. Etching and polishing can make lines asymmetric, and a half-turn correction does not remove the resulting error. In this model, at $d=0$, the small foot moves the plain-analyser reading by about 0.3 nm. The quarter-wave reading converges more slowly: its shift is 0.29 nm with Fourier orders up to 10, 0.49 nm with orders up to 60 and 0.51 nm with orders up to 140. A convergence test of the slope alone is therefore not enough for such small features. A larger asymmetry may move either reading further. Line roughness, stress birefringence, unequal periods and the spread in the angle of incidence are not included in these figures.

## Computed results

```
period 600 nm; wavelength 633 nm
angle of incidence 50 deg; azimuth 0 deg
resist line width 280 nm, height 100 nm
silicon line width 250 nm, height 80 nm
oxide spacer 100 nm
rough indices: resist 1.6, oxide 1.46
rough index: silicon 3.88 + 0.02i
Fourier orders kept: -10 to 10
energy balance error, lossless test: 1.1e-14
slope change with 15 orders: 0.038 %
r_sp (dimensionless) against overlay:
  d = -50 nm: -0.021422 +0.021356i
  d = -5 nm: -0.002273 +0.002192i
  d = +5 nm: +0.002273 -0.002192i
  d = +50 nm: +0.021422 -0.021356i
  d = +150 nm: +0.037414 -0.047079i
  d = +250 nm: +0.015600 -0.023745i
  d = +295 nm: +0.001585 -0.002462i
  d = +305 nm: -0.001585 +0.002462i
|r_sp| at d = 0: 2.3e-15
|r_sp| at d = P/2: 1.5e-15
r_ss at d = 0: -0.3530 +0.1348i
r_pp at d = 0: -0.1677 +0.2585i
sine coefficient b_1: +0.037291 -0.046416i
sine coefficient b_2: +0.003436 +0.001460i
sine coefficient b_3: -0.000131 +0.000659i
largest cosine coefficient: 2.8e-15
slope at d = 0: +0.0004549 -0.0004384i per nm
slope at d = P/2: -0.0003171 +0.0004925i per nm
departure from linear law at 20 nm: 0.73 %
largest sampled |r_sp|: 0.06014
  found at d = 150.00 nm
one-round-trip b_1: +0.053313 -0.050188i
one round trip at 40 nm: +0.020745 -0.020176i
all round trips at 40 nm: +0.017517 -0.017251i
largest round-trip eigenvalue modulus: 0.554
analyser difference at +5 nm: -1.895e-03
analyser difference at -5 nm: +1.895e-03
same with quarter-wave, +5 nm: -4.388e-04
same with quarter-wave, -5 nm: +4.388e-04
equivalent overlay of neglected errors:
  azimuth error 0.1 deg: 0.815 nm
  polariser error 0.1 deg: 1.044 nm
  foot 2 nm wide, 20 nm high: 0.310 nm
half-turn residual at 5 nm: 0.0025 %
target size 30 um: azimuth spread 1.58 deg
  signal change at 5 nm: 0.62 %
slope change, wavelength +5 nm: 5.47 %
slope change, silicon index +0.002: 0.055 %
  (rough index change for 10 K warming)
```
